# Least-squares fit of ligand-field and Racah parameters to a CASCI matrix, part 1

(Sections cited here and not found follow in the second part.)

## Least-squares extraction of a ligand field from a CASCI matrix

### What rotations allow

For \(n\) electrons in five real orbitals the Hamiltonian matrix is linear in a symmetric matrix \(h_{pq}\), with 15 independent elements, and in the repulsion integrals \(g_{pqrs}=(pq|rs)\). These are symmetric in \(p\leftrightarrow q\) and in \(r\leftrightarrow s\), so each index pair takes 15 values, and symmetric in \(pq\leftrightarrow rs\), which leaves \(15\cdot16/2=120\) independent numbers. Label the orbitals as the five real d functions and let rotations act on the labels. The product \(d\otimes d\) contains \(L=0,\dots,4\) once each, and a state of total \(L\) has exchange sign \((-1)^L\), so symmetric matrices carry \(L=0,2,4\), with \(1+5+9=15\). The tensor \(g\) is a symmetric bilinear form on this space. The symmetric squares of \(L=0\), \(2\), \(4\) give \(\{0\}\), \(\{0,2,4\}\), \(\{0,2,4,6,8\}\); the cross products \(0\otimes2\), \(0\otimes4\), \(2\otimes4\) give \(\{2\}\), \(\{4\}\), \(\{2,3,4,5,6\}\). The content of \(g\) is
\[
3\,(0)+4\,(2)+(3)+4\,(4)+(5)+2\,(6)+(8),\qquad 3+20+7+36+11+26+17=120 .
\]

The ligand-field model keeps all of \(h\) and only the three scalars of \(g\), the Racah parameters \(A,B,C\). This fixes the form of a least-squares fit of the model to the full matrix for \(2\le n\le8\); the cases \(n=1\) and \(n=9\) are degenerate and are treated separately below. The Racah parameters can respond only to the rotational average of \(g\). The one-electron parameters carry one \(L=2\) and one \(L=4\) component and can absorb one copy of each from \(g\). The residual holds the other \(120-3-5-9=103\) components. The count also shows a redundancy: the trace of \(h\) would be a fourth scalar, but at fixed \(n\) it multiplies the unit matrix, as \(A\) does, so the 18 parameters span 17 directions.

### The matrix and its orbitals

Atomic units are used in the algebra, and spin-orbit coupling is omitted. The active orbitals \(\varphi_p\) are real, orthonormal and ordered \(xy, yz, z^2, xz, x^2-y^2\); there are \(M=10\) spin orbitals. With \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\) and \(\hat y=\sum y_{pq}E_{pq}\) for any \(5\times5\) matrix \(y\),
\[
H=E_{\rm core}+\hat h+V[g],\qquad V[g]=\tfrac12\sum_{pqrs}g_{pqrs}\left(E_{pq}E_{rs}-\delta_{qr}E_{ps}\right).
\]
Here \(h\) contains the field of the closed shells. \(H\) is represented in all \(\binom{10}{n}\) determinants, so a spin multiplet enters with weight \(2S+1\). The traceless part of \(y\) is written \(y^\circ\).

The orbitals should favour no state, so they minimise the mean of all eigenvalues, which is the mean diagonal element. Among all determinants a given active spin orbital is occupied in the fraction \(f=n/10\) and a given pair in the fraction \(n(n-1)/90\). Let \(D_c,D_o\) be the projectors on the closed and active orbitals, \(h^0\) the kinetic and nuclear operator, and \(G_x=2J[D_x]-K[D_x]\), so that \(h\) is the active block of \(h^0+G_c\) and \(E_{\rm core}=E_{\rm nuc}+\operatorname{tr}D_c(2h^0+G_c)\). The sum of one-electron energies over all ten spin orbitals is \(2\operatorname{tr}D_o(h^0+G_c)\), and the repulsion summed over all pairs is that of the filled shell, \(\operatorname{tr}D_oG_o\). The average-of-configuration energy is therefore
\[
\bar E=E_{\rm core}+2f\operatorname{tr}D_o(h^0+G_c)+\frac{n(n-1)}{90}\operatorname{tr}D_oG_o .
\]
Because \(\operatorname{tr}D\,G[D']=\operatorname{tr}D'G[D]\), the variation is \(\delta\bar E=2\operatorname{tr}F_c\,\delta D_c+2f\operatorname{tr}F_o\,\delta D_o\) with
\[
F_c=h^0+G_c+fG_o,\qquad F_o=h^0+G_c+\frac{n-1}{9}G_o ,
\]
where \((n-1)/9\) is \(n(n-1)/90\) divided by \(f\). The rotation \(\varphi_i\to\varphi_i+\epsilon\varphi_a\), \(\varphi_a\to\varphi_a-\epsilon\varphi_i\) adds \(\epsilon(|i\rangle\langle a|+|a\rangle\langle i|)\) to the projector containing \(i\) and subtracts it from the one containing \(a\). The gradients are \(4(F_c)_{ia}\) for closed–virtual, \(4f(F_o)_{ia}\) for active–virtual and \(4(F_c-fF_o)_{ia}\) for closed–active pairs. They are driven to zero by repeated diagonalisation of a matrix whose off-diagonal blocks are proportional to these gradients and whose diagonal blocks are taken from \(F_c\), \(F_o\), \(F_c\), with level shifts, DIIS extrapolation, and the active five chosen by overlap with reference d functions.

\(\bar E\) depends on the active orbitals only through \(D_o\), so the five orbitals are fixed only up to \(\varphi'_p=\sum_a\varphi_aU_{ap}\) with \(U\in O(5)\), whereas the model needs to know which orbital is \(xy\). Let \(m_{ap}=\langle\varphi_a|\chi_p\rangle\) be the overlap with free-ion 3d orbitals \(\chi_p\) on the metal. Since \(\sum_p\|\varphi'_p-\chi_p\|^2=10-2\operatorname{tr}U^Tm\), the closest frame maximises \(\operatorname{tr}U^Tm\). With the singular value decomposition \(m=W\Sigma Y^T\), \(\operatorname{tr}U^Tm=\operatorname{tr}(Y^TU^TW\,\Sigma)\le\operatorname{tr}\Sigma\), because the diagonal elements of an orthogonal matrix do not exceed one, and equality holds for \(U=WY^T\). The frame is unique when no singular value vanishes; a small one signals that the active space lacks a d-like direction.

### The Racah operators

The real d functions are \(d_p=\sqrt{15/8\pi}\;\hat r^TQ_p\hat r\) with traceless symmetric \(3\times3\) matrices obeying \(\operatorname{tr}Q_pQ_q=\delta_{pq}\), for example \(Q_{z^2}=\operatorname{diag}(-1,-1,2)/\sqrt6\). The prefactor follows from \(\int\hat r_a\hat r_b\hat r_c\hat r_d\,d\Omega=\frac{4\pi}{15}(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})\), which gives \(\frac{8\pi}{15}\operatorname{tr}Q_pQ_q\). For orbitals \(r^{-1}P(r)d_p\) with one radial function, the expansion \(1/r_{12}=\sum_k r_<^k\,r_>^{-k-1}P_k(\cos\gamma)\) gives
\[
g=\sum_{k=0,2,4}F^kc^k,\qquad c^k_{pqrs}=\iint d_pd_q(1)\,P_k(\cos\gamma)\,d_rd_s(2)\,d\Omega_1d\Omega_2 ,
\]
\[
F^k=2\int_0^\infty\!dr\,P^2(r)\,r^{-k-1}\int_0^r\!ds\,P^2(s)\,s^k .
\]
Other \(k\) vanish because \(d_pd_q\) is an even polynomial of degree four. The integrand of \(c^k\) has degree at most eight on each sphere, so five or more Gauss–Legendre points in \(\cos\theta\) times nine or more equally spaced azimuths integrate it exactly. By the addition theorem \(c^k=\frac{4\pi}{2k+1}\sum_m y^{km}\otimes y^{km}\) with \(y^{km}_{pq}=\langle d_p|Y_{km}|d_q\rangle\) for real harmonics. The \(y^{km}\) lie in the rank-\(k\) subspace of symmetric matrices and are shown below not to vanish, so by Schur's lemma \(c^k\) is a nonzero multiple of the projector on that subspace. Each rank occurs once, so the three \(c^k\) span all invariant tensors, and they are orthogonal in the product \(\langle g,g'\rangle=\sum g_{pqrs}g'_{pqrs}\).

The Racah parameters are defined by \(F^0=A+\frac75C\), \(F^2=49B+7C\), \(F^4=\frac{63}{5}C\), whose inverse is
\[
A=F^0-\frac{F^4}{9},\qquad B=\frac{F^2}{49}-\frac{5F^4}{441},\qquad C=\frac{35F^4}{441}.
\]
Collecting terms, \(g=Ag^A+Bg^B+Cg^C\) with \(g^A=c^0\), \(g^B=49c^2\) and \(g^C=\frac75(c^0+5c^2+9c^4)\). The bracket is the d-shell part of \(\sum_k(2k+1)P_k(\cos\gamma)=4\pi\delta(\Omega_1-\Omega_2)\): \(C\) multiplies an angular contact interaction. The model operators are \(O_X=V[g^X]\).

For two electrons \(P_k(\cos\gamma)\) has one eigenvalue \(f_k(L)\) on each spatial term. Rank 2 occurs once in \(d\otimes d\), so \(P_2\) is proportional to \(\sum_{ab}q_{ab}(1)q_{ab}(2)\) with \(q_{ab}=s_{ab}-2\delta_{ab}\), \(s_{ab}=\frac12(l_al_b+l_bl_a)\), \(\operatorname{tr}s=l(l+1)=6\). Put \(x=\mathbf l_1\cdot\mathbf l_2=\frac12L(L+1)-6\). Inserting \(l_al_b=s_{ab}+\frac i2\epsilon_{abc}l_c\) for both electrons, the symmetric–antisymmetric cross terms vanish and \(\epsilon_{abc}\epsilon_{abd}=2\delta_{cd}\), so \(x^2=s\cdot s-\frac12x\). Then \(q\cdot q=s\cdot s-2\cdot2\cdot6+3\cdot4=x^2+\frac12x-12\), equal to \(21,\ 10.5,\ -4.5,\ -12,\ 6\) for \(L=0,\dots,4\). The scale comes from the \(L=4\) state with both electrons in \(m=2\), where only the \(m=0\) term of the addition theorem survives and \(f_k(4)=\langle P_k(t)\rangle^2\) with weight \((1-t^2)^2\), \(t=\cos\theta\). The moments are \(\langle t^2\rangle=\frac{16/105}{16/15}=\frac17\) and \(\langle t^4\rangle=\frac{16/315}{16/15}=\frac1{21}\), so \(\langle P_2\rangle=-\frac27\) and \(\langle P_4\rangle=\frac18\left(\frac{35}{21}-\frac{30}7+3\right)=\frac1{21}\). Neither vanishes. From \(49f_2(4)=4\) the scale factor is \(4/6\), and \(49f_2=14,\,7,\,-3,\,-8,\,4\), the coefficients of \(B\).

The coefficient of \(C\) is \(\frac75(1+5f_2+9f_4)\). For odd \(L\), the triplets, the spatial function is antisymmetric, vanishes at \(\Omega_1=\Omega_2\), and the coefficient is zero; this gives \(441f_4=-84\) for \(L=1\) and \(-9\) for \(L=3\). For \(L=4\), \(441f_4=1\) and the coefficient is \(\frac75\cdot\frac{70}{49}=2\). For \(L=0\) the state is \(\sum_pd_p(1)d_p(2)/\sqrt5\) with \(\sum_pd_p^2=5/4\pi\), so \(\langle4\pi\delta\rangle=4\pi\cdot\frac15\left(\frac5{4\pi}\right)^2 4\pi=5\), the coefficient is 7, and \(441f_4=126\). The \(y^{4m}\) are traceless, so \(\sum_L(2L+1)f_4(L)=0\), that is \(126-252+5\cdot441f_4(2)-63+9=0\), giving \(441f_4(2)=36\) and the coefficient \(\frac75\left(1-\frac{15}{49}+\frac{36}{49}\right)=2\). The terms are
\[
{}^3F:\,A-8B,\qquad {}^3P:\,A+7B,\qquad {}^1D:\,A-3B+2C,
\]
\[
{}^1G:\,A+4B+2C,\qquad {}^1S:\,A+14B+7C .
\]

### Traces over the determinant space

The fit minimises \(\|H-E_{\rm core}-H_{\rm LF}\|_F^2\) with \(H_{\rm LF}=\hat h_{\rm fit}+AO_A+BO_B+CO_C\). All matrices are real and symmetric, so the inner product is \(\operatorname{Tr}_n(XY)\).

In spin orbitals \(V=\sum_{i<j,\,k<l}w_{ij,kl}\,a_i^\dagger a_j^\dagger a_la_k\) with \(w_{ij,kl}=\langle ij|kl\rangle-\langle ij|lk\rangle\); \(w\) is the \(45\times45\) matrix of \(V\) for \(n=2\). Its contraction is \(\tilde v_{ik}=\sum_jw_{ij,kj}\). The Coulomb part runs over both spins of \(j\) and the exchange part over one, so \(\tilde v\) is diagonal in spin with spatial part
\[
v_{pq}=\sum_r\left[2(pq|rr)-(pr|rq)\right],
\]
the active block of \(G_o\). Two special tensors are needed. The first is \(c^0_{pqrs}=\delta_{pq}\delta_{rs}\), for which \(O_A=\frac12(N^2-N)\). The second is \(t[y]_{pqrs}=y_{pq}\delta_{rs}+\delta_{pq}y_{rs}\), which has the full symmetry of \(g\) and gives
\[
V[t[y]]=\tfrac12(\hat yN+N\hat y)-\tfrac12(\hat y+\hat y)=(n-1)\,\hat y .
\]
For traceless \(y\) its contraction is \(2\cdot5\,y_{pq}-\sum_r(y_{pr}\delta_{rq}+\delta_{pr}y_{rq})=8y_{pq}\); in general the factor is \(M-2\). For \(c^0\) the contraction is \((10-1)\delta_{pq}\). Subtracting \(t[v^\circ/8]\) and the right multiple of \(c^0\) from any \(g\) leaves a tensor with zero contraction, so
\[
V[g]=\text{const}+\frac{n-1}{8}\,\widehat{v^\circ}+W_\perp ,
\]
where \(W_\perp\) is contraction-free.

Traces for all \(n\) follow from the average \(\langle X\rangle=\operatorname{Tr}(z^NX)/(1+z)^M\) over Fock space. For a string \(B\) of an odd number of operators, \(a_kB=\{a_k,B\}-Ba_k\), while cyclicity and \(a_kz^N=z^{N+1}a_k\) give \(\langle Ba_k\rangle=z\langle a_kB\rangle\). Hence \(\langle a_kB\rangle=\langle\{a_k,B\}\rangle/(1+z)\), and in the same way \(\langle a_k^\dagger B\rangle=\langle\{a_k^\dagger,B\}\rangle\,z/(1+z)\). Repeating this is Wick's theorem with the pairings \(\langle a_i^\dagger a_k\rangle=\delta_{ik}\,z/(1+z)\) and \(\langle a_ka_i^\dagger\rangle=\delta_{ik}/(1+z)\). A pairing inside \(W_\perp\) produces its contraction and a pairing inside a traceless \(\hat y\) its trace; both vanish. Thus \(\langle W_\perp\rangle=\langle\hat y\rangle=0\), and \(\langle W_\perp\hat y\rangle=0\) because the two operators of \(\hat y\) cannot pair all four of \(W_\perp\). In \(\langle W_\perp W'_\perp\rangle\) the string is \(a_i^\dagger a_j^\dagger\,[a_la_ka_p^\dagger a_q^\dagger]\,a_sa_r\). The inner four must pair among themselves and give \(\delta_{kp}\delta_{lq}/(1+z)^2\) for ordered pairs; the bracket is even and costs no sign, so the outer four give \(\delta_{ir}\delta_{js}z^2/(1+z)^2\). Therefore \(\sum_nz^n\operatorname{Tr}_n(W_\perp W'_\perp)=z^2(1+z)^{M-4}\operatorname{tr}(ww')\). The same step for traceless \(x,y\) gives \(z(1+z)^{M-2}\) times the spin-orbital trace \(2\operatorname{tr}xy\). Reading off the coefficient of \(z^n\),
\[
\operatorname{Tr}_n(W_\perp W'_\perp)=\binom6{n-2}\operatorname{tr}(ww'),\qquad \operatorname{Tr}_n(\hat x\hat y)=2\binom8{n-1}\operatorname{tr}(xy).
\]
Constants, traceless one-electron operators and contraction-free operators are mutually orthogonal for every \(n\).

### Rank and gauge

For \(2\le n\le8\) all binomials are positive and \(n-1\ne0\), so \(V[g]=0\) forces each of its three orthogonal parts to vanish. Then \(w=0\), and \(g=0\) because \(w_{p\alpha r\beta,q\alpha s\beta}=g_{pqrs}\). The map \(g\mapsto V[g]\) is one-to-one, and its 120-dimensional image contains every \(\hat y\) through \(t[y]/(n-1)\). In this image the model occupies the three invariant tensors and the 14 tensors \(t[y^\circ]\), which have ranks 2 and 4 and are independent of the former. The unit matrix \(y=1\) adds nothing, since \(t[1]=2c^0\). The design has rank 17, with null vector
\[
\delta h=\tau\,\mathbf 1,\qquad\delta A=-\frac{2\tau}{n-1},
\]
from \(n\tau+\frac12n(n-1)\,\delta A=0\). A value of \(A\) has meaning only with a gauge; here \(\operatorname{tr}h_{\rm fit}=\operatorname{tr}h\).

For \(n=1\) the three two-electron operators vanish. For \(n=9\) the binomial \(\binom67\) is zero, so \(W_\perp=0\). The contraction of an invariant tensor is an invariant matrix and hence a multiple of the unit matrix, so all three operators are constants. The rank is 15 in both cases and \(A,B,C\) are not separately determined; for \(n=9\) the gauge fixes only the constant \(36\left(A-\frac{14}9B+\frac79C\right)\). If only the \(d^2\) triplets are fitted, \(O_C=0\); the 15 one-electron operators stay independent (the trace formula with five spin-up orbitals has the factor \(\binom31\)), \(O_B\) separates \({}^3F\) from \({}^3P\), and the rank is 16.

For \(2\le n\le8\) the 18 parameters of the ligand-field model span 17 directions, the one redundancy being fixed by the gauge \(\operatorname{tr}h_{\rm fit}=\operatorname{tr}h\), and constants, traceless one-electron operators and contraction-free operators are mutually orthogonal. What remains is to solve the fit in closed form, to examine its residual, level errors and dependence on the orbital frame, and to apply it to V³⁺ and distorted VF₃.
